# Ionisation of a full hydrogen shell by a sudden momentum kick

## Problem

Use atomic units and a fixed nucleus, so that $H = p^2/2 - 1/r$ and $E_n = -p_0^2/2$ with $p_0 = 1/n$. A field pulse $F(t)\hat{\mathbf z}$ acts on the electron (charge $-1$) and is taken as so short that the position does not change during it. The momentum then changes as $\mathbf p \to \mathbf p + q\hat{\mathbf z}$, with $q = -\int F\,dt > 0$. The atom starts in a full shell, the equal incoherent mixture of the $n^2$ states $|nlm\rangle$. Its classical model is the microcanonical ensemble, with phase-space density proportional to $\delta(E_n - H)$. Let $s = nq$.

(a) Derive the classical density of $\mathbf p$ and of $p_z$.

(b) Derive the classical ionisation probability $P(s)$, the kick at which it is one half, its slope there, and its limits for weak and strong kicks.

(c) Decide which property of the ensemble fixes the value of $P$ at that kick. Compare with circular orbits of random orientation and with one oriented ellipse.

(d) Find the momentum density of the quantum full shell, and decide whether the result of (b) carries over to the quantum atom.

(e) Evaluate the results for $n = 50$.

## Solution

### (a) Momentum density

The weight of a momentum $\mathbf p$ is the integral of the delta function over positions. Write $D = p^2 + p_0^2$. The argument $E_n - p^2/2 + 1/r = 1/r - D/2$ vanishes at $r = 2/D$, and its derivative with respect to $r$ has modulus $1/r^2$. Therefore

$$\int d^3r\,\delta(E_n - H) = \frac{4\pi r^2}{1/r^2}\bigg|_{r=2/D} = 4\pi r^4\big|_{r=2/D} = \frac{64\pi}{D^4}.$$

To normalise, set $p = p_0\tan\theta$, so that $D = p_0^2/\cos^2\theta$ and $dp = p_0\,d\theta/\cos^2\theta$:

$$\int_0^\infty \frac{p^2\,dp}{D^4} = \frac{1}{p_0^5}\int_0^{\pi/2}\sin^2\theta\cos^4\theta\,d\theta = \frac{1}{8p_0^5}\int_0^{\pi/2}\sin^2 2\theta\,(1+\cos 2\theta)\,d\theta = \frac{\pi}{32p_0^5}.$$

The middle step uses $\sin^2\theta\cos^2\theta = \sin^2 2\theta/4$ and $\cos^2\theta = (1+\cos2\theta)/2$. The first term integrates to $\pi/4$, and the second to $[\sin^3 2\theta/6]_0^{\pi/2} = 0$. The total weight is $64\pi\cdot4\pi\cdot\pi/(32p_0^5) = 8\pi^3n^5$, and

$$\rho(\mathbf p) = \frac{64\pi}{8\pi^3 n^5D^4} = \frac{8p_0^5}{\pi^2(p^2+p_0^2)^4}.$$

The total weight divided by the cell volume $(2\pi)^3$ is the density of states, $n^5$. This equals $n^2$ states per shell times $dn/dE = n^3$ shells per unit energy, which supports the microcanonical ensemble as the model of a full shell. For $n=3$ the numerical integration gives $243.0$ per hartree.

For the density of $p_z$, integrate over the transverse momentum $k$ with $p^2 = k^2+p_z^2$, $2\pi k\,dk = \pi\,d(k^2)$ and $\int_0^\infty dy\,(y+c)^{-4} = 1/(3c^3)$:

$$J(p_z) = \frac{8p_0^5}{\pi^2}\cdot\frac{\pi}{3(p_z^2+p_0^2)^3} = \frac{8p_0^5}{3\pi(p_z^2+p_0^2)^3}.$$

This function is even in $p_z$.

### (b) Classical ionisation probability

The potential energy is unchanged by the kick, so

$$E' = \tfrac12|\mathbf p+q\hat{\mathbf z}|^2 - \frac1r = E_n + qp_z + \tfrac12q^2 .$$

Every member of the ensemble has the same $E_n$, so $E'$ depends on $p_z$ alone. The electron escapes when $E'>0$. Dividing by $q>0$ and inserting $q = sp_0$,

$$p_z > \frac{p_0^2-q^2}{2q} = p_0x,\qquad x = \frac{1-s^2}{2s}.$$

With $p_z = p_0t$,

$$P = \int_{p_0x}^\infty J\,dp_z = \frac{8}{3\pi}\int_x^\infty\frac{dt}{(1+t^2)^3}.$$

The shell number has dropped out except through $s$. Substitute $t = \cot\theta$ with $0<\theta<\pi$. Then $dt = -d\theta/\sin^2\theta$ and $(1+t^2)^{-3} = \sin^6\theta$. The limit $t=\infty$ is $\theta = 0$. For the limit $t=x$, the identity $\cot2\alpha = (1-\tan^2\alpha)/(2\tan\alpha)$ with $\tan\alpha = s$ gives $x = \cot\varphi$, $\varphi = 2\arctan s$. Hence

$$P = \frac{8}{3\pi}\int_0^\varphi\sin^4\theta\,d\theta .$$

The derivative $(\sin^3\theta\cos\theta)' = 3\sin^2\theta\cos^2\theta - \sin^4\theta = 3\sin^2\theta - 4\sin^4\theta$ gives $\int_0^\varphi\sin^4\theta\,d\theta = \tfrac34\int_0^\varphi\sin^2\theta\,d\theta - \tfrac14\sin^3\varphi\cos\varphi$, and $\int_0^\varphi\sin^2\theta\,d\theta = \tfrac12(\varphi - \sin\varphi\cos\varphi)$. Multiplying by $8/(3\pi)$,

$$P(s) = \frac1\pi\Big[\varphi - \sin\varphi\cos\varphi - \tfrac23\sin^3\varphi\cos\varphi\Big],$$

$$\varphi = 2\arctan s,\qquad \sin\varphi = \frac{2s}{1+s^2},\qquad \cos\varphi = \frac{1-s^2}{1+s^2}.$$

At $s=1$, $\varphi = \pi/2$ and $\cos\varphi=0$, so $P = 1/2$ at $q = 1/n$. The slope follows from the integral form and $d\varphi/ds = 2/(1+s^2)$:

$$\frac{dP}{ds} = \frac{8}{3\pi}\sin^4\varphi\,\frac{2}{1+s^2}.$$

It is positive for all $s>0$, so $q=1/n$ is the only kick with $P = 1/2$. There the slope is $8/(3\pi) = 0.8488$.

Under $s\to1/s$, $\arctan s\to\pi/2-\arctan s$ and $\varphi\to\pi-\varphi$. The sine keeps its value and the cosine changes sign, so $P(1/s) = 1-P(s)$.

For $s\ll1$, $\varphi\approx2s$ and $\sin^4\theta\approx\theta^4$, so to leading order

$$P\approx\frac{8}{3\pi}\frac{(2s)^5}{5} = \frac{256}{15\pi}s^5,$$

with coefficient $5.4325$. The symmetry gives $1-P\approx256/(15\pi s^5)$ for $s\gg1$.

A weak kick ionises through the term $qp_z$ and needs $p_z>p_0/(2s)$. By $r=2/D$ such momenta occur at $r<8s^2n^2$, close to the nucleus. This limits the $s^5$ law in two ways, each an order-of-magnitude estimate. The electron crosses that region in a time $r/p\sim16s^3n^3$, so the pulse must be short against this time and not merely against the orbital period. In the quantum atom the initial and final waves differ in energy by at least $1/(2n^2)$, hence in local momentum by about $1/(2n^2p)$, and across the region they gain a relative phase of about $r/(2n^2p)\sim8s^3n$. The energy transfer can be assigned to a place inside the region, as the classical argument does, only if this phase is large, so the law cannot be trusted for $s\lesssim1/(2n^{1/3})$.

### (c) What fixes the value one half

At $q = p_0$ the term $q^2/2$ cancels the binding energy and $E' = qp_z$. The electron escapes if it moves along the kick and stays bound if it moves against it. Any ensemble with sharp energy $E_n$, a $p_z$ distribution that is even, and no weight concentrated at $p_z=0$ therefore gives $P=1/2$ at $s=1$. The full shell is needed for the shape of $P(s)$, not for this value.

For circular orbits, force balance gives $p^2 = 1/r$, so $E_n=-p^2/2$ and $|\mathbf p| = p_0$. With random orientation $p_z/p_0$ is the cosine of an isotropic direction, uniform on $[-1,1]$. Thus $P_{\rm circ} = (1-x)/2$ for $|x|\le1$, and it is 0 for $x>1$ and 1 for $x<-1$. This is $1/2$ at $s=1$, but at $s=1/2$, where $x = 0.75$, it is $0.125$ against $0.0772$ for the shell.

An ellipse needs the Kepler motion in explicit form. With angular momentum $L$, define $e$ by $L^2 = n^2(1-e^2)$. Energy conservation gives

$$p_r^2 = \frac2r-\frac1{n^2}-\frac{L^2}{r^2} = \frac{n^4e^2-(r-n^2)^2}{n^2r^2}.$$

Setting $r = n^2(1-e\cos u)$ gives $p_r = ne\sin u/r$ and $dr = n^2e\sin u\,du$, so $dt = dr/p_r = n^3(1-e\cos u)\,du$. The period is $2\pi n^3$ for every $L$. In the orbital plane take $X = n^2(\cos u-e)$ and $Y = n^2\sqrt{1-e^2}\sin u$. Expanding the squares gives $X^2+Y^2 = n^4(1-2e\cos u+e^2\cos^2u) = r^2$. The velocities are

$$\dot X = \frac{-\sin u}{n(1-e\cos u)},\qquad \dot Y = \frac{\sqrt{1-e^2}\cos u}{n(1-e\cos u)},$$

and $X\dot Y-Y\dot X = n\sqrt{1-e^2}\,(\cos^2u-e\cos u+\sin^2u)/(1-e\cos u) = L$. Radius and angular momentum are both correct, so this is the orbit. A kick $q=p_0$ along $+Y$, the direction of the velocity at pericentre, ionises when $\cos u>0$. The fraction of time is

$$P = \frac1{2\pi}\int_{-\pi/2}^{\pi/2}(1-e\cos u)\,du = \frac12-\frac e\pi ,$$

which is $0.3090$ for $e=0.6$. The electron moves along $+Y$ on the fast, inner part of the orbit and spends less than half the period there. The distribution of $\dot Y$ is not even, and the value one half is lost.

The same formulas describe the microcanonical ensemble as a set of orbits. Split $\mathbf p$ into a radial part and a transverse part $p_t = L/r$, so that $d^3p = dp_r\,2\pi p_t\,dp_t = \pi\,dp_r\,d(L^2)/r^2$. With $d^3r = 4\pi r^2dr$ the factors of $r$ cancel, and the delta function turns $dr\,dp_r$ into $dr/|p_r| = dt$ on the outgoing and incoming branches. The measure is $4\pi^2\,d(L^2)\,dt$ with isotropic orientation: $L^2$ is uniform on $[0,n^2]$ and time is uniform along each orbit. Its total, $4\pi^2\cdot n^2\cdot2\pi n^3 = 8\pi^3n^5$, agrees with part (a).

### (d) The quantum shell

**Momentum density.** The Fourier transform of $e^{-\mu r}/r$ is $(4\pi/k)\int_0^\infty e^{-\mu r}\sin kr\,dr = 4\pi/(k^2+\mu^2)$, which tends to $4\pi/k^2$. A product in position space becomes a convolution with weight $(2\pi)^{-3}$, and $4\pi/(2\pi)^3 = 1/(2\pi^2)$. The Schrödinger equation at energy $E_n$ is then

$$\frac D2\,\psi(\mathbf p) = \frac1{2\pi^2}\int\frac{\psi(\mathbf p')}{|\mathbf p-\mathbf p'|^2}\,d^3p' .$$

Fock's projection maps $\mathbf p$ to the four-vector $w = (2p_0\mathbf p,\;p^2-p_0^2)/D$. It has unit length, because $4p_0^2p^2+(p^2-p_0^2)^2 = D^2$, and it covers the unit sphere $S^3$ except one pole. The chord between two images follows from $|w-w'|^2 = 2-2\,w\cdot w'$ and $DD'-(p^2-p_0^2)(p'^2-p_0^2) = 2p_0^2(p^2+p'^2)$:

$$|w-w'|^2 = \frac{2\left[2p_0^2(p^2+p'^2)-4p_0^2\,\mathbf p\cdot\mathbf p'\right]}{DD'} = \frac{4p_0^2|\mathbf p-\mathbf p'|^2}{DD'}.$$

For neighbouring points all lengths scale by $2p_0/D$, so the surface element is $d\Omega = (2p_0/D)^3d^3p$. The area is $32\pi\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta = 32\pi\cdot\pi/16 = 2\pi^2$, by the substitution of part (a).

Define $\Phi$ by $\psi = 4p_0^{5/2}\Phi/D^2$. The left side of the equation becomes $2p_0^{5/2}\Phi/D$. In the integrand,

$$\frac{4p_0^{5/2}\Phi'}{D'^2}\cdot\frac{4p_0^2}{DD'|w-w'|^2}\cdot\frac{D'^3\,d\Omega'}{8p_0^3} = \frac{2p_0^{5/2}}{D}\,\frac{1}{p_0}\,\frac{\Phi'\,d\Omega'}{|w-w'|^2}.$$

Cancelling the common factor leaves

$$\Phi(w) = \frac{n}{2\pi^2}\int\frac{\Phi(w')}{|w-w'|^2}\,d\Omega' .$$

The scalar product on the sphere is

$$\int\Phi_a^*\Phi_b\,d\Omega = \int\frac{D^4}{16p_0^5}\,\frac{8p_0^3}{D^3}\,\psi_a^*\psi_b\,d^3p = \int\frac{p^2+p_0^2}{2p_0^2}\,\psi_a^*\psi_b\,d^3p .$$

For two different states of the shell the labels $lm$ differ, the weight is spherically symmetric, and the integral vanishes. For $a=b$ the virial theorem is needed. In an eigenstate $\langle[\mathbf r\cdot\mathbf p,H]\rangle=0$, and $[\mathbf r\cdot\mathbf p,H] = i(p^2-\mathbf r\cdot\nabla V) = i(p^2-1/r)$ for $V=-1/r$. So $\langle1/r\rangle = \langle p^2\rangle$, $E_n = -\langle p^2\rangle/2$ and $\langle p^2\rangle = p_0^2$, which makes the norm 1. The $n^2$ functions $\Phi_a$ are orthonormal on $S^3$.

Chord and surface element are unchanged by a rotation $R$ of four-dimensional space, so $\Phi_a(Rw)$ solves the same equation with the same norm. Since $D/(2p_0^2)\ge1/2$, a finite norm on the sphere makes the corresponding $\psi$ normalisable, so it is an eigenstate at $E_n$ and lies in the shell. Thus $\Phi_a(Rw) = \sum_bU_{ab}\Phi_b(w)$, with $U$ unitary because $R$ preserves scalar products, and $\sum_a|\Phi_a(Rw)|^2 = \sum_b|\Phi_b(w)|^2$. A rotation carries any point of the sphere to any other, so the sum is a constant. Its integral is $n^2$, so the constant is $n^2/(2\pi^2)$, and

$$\frac1{n^2}\sum_a|\psi_a(\mathbf p)|^2 = \frac{16p_0^5}{D^4}\cdot\frac1{2\pi^2} = \frac{8p_0^5}{\pi^2(p^2+p_0^2)^4}.$$

The quantum full shell has exactly the classical momentum density, for every $n$.

**Ionisation probability.** The coupling is $+F(t)z$, so a sudden pulse multiplies the state by $e^{-iz\int F dt} = e^{iqz}$. Since $e^{-iqz}p_ze^{iqz} = p_z+q$, the energy after the kick is distributed as the spectrum of $H' = H+A$, $A = qp_z+q^2/2$, in the initial state. Part (b) replaced $H$ by the number $E_n$. That step would be valid if $H$ commuted with $p_z$, but $[H,p_z] = i\,\partial_zV = iz/r^3\ne0$.

The moments show how far the agreement goes. From $(H'-E_n)\psi = A\psi$, the first two moments of the energy transfer are $\langle A\rangle$ and $\langle A^2\rangle$. They depend on $J(p_z)$ alone and equal the classical ones. The third is $\langle A(H-E_n)A\rangle+\langle A^3\rangle$, and the first term has no counterpart in (b). It equals $q^2\langle p_z(H-E_n)p_z\rangle$, because the constant in $A$ is annihilated by $H-E_n$. For $n=1$ it is positive: $p_z\psi$ has odd parity, is orthogonal to the ground state, and so has a higher mean energy. The two energy distributions differ, and the quantum probability has to be computed:

$$P_Q = 1-\sum_{n'}p(n'),\qquad p(n') = \frac1{n^2}\sum_{l,l'}\sum_{m,m'}\big|\langle n'l'm'|e^{iqz}|nlm\rangle\big|^2 .$$

The sum over $m,m'$ does not depend on the direction of the kick, so it may be averaged over that direction $\hat{\mathbf q}$. Insert the plane-wave expansion $e^{i\mathbf q\cdot\mathbf r} = \sum_Ki^K(2K+1)j_K(qr)P_K(\hat{\mathbf q}\cdot\hat{\mathbf r})$, with spherical Bessel functions $j_K$ and Legendre polynomials $P_K$, and use the addition theorem $\sum_mY_{lm}(\hat{\mathbf r})Y^*_{lm}(\hat{\mathbf r}') = (2l+1)P_l(c)/4\pi$, where $c = \hat{\mathbf r}\cdot\hat{\mathbf r}'$. This theorem and the orthonormality of the $Y_{Km}$ give the average of $P_K(\hat{\mathbf q}\cdot\hat{\mathbf r})P_{K'}(\hat{\mathbf q}\cdot\hat{\mathbf r}')$ as $\delta_{KK'}P_K(c)/(2K+1)$, so the average of $e^{i\mathbf q\cdot(\mathbf r-\mathbf r')}$ is $\sum_K(2K+1)j_K(qr)j_K(qr')P_K(c)$. The sums over $m$ and $m'$ supply $(2l+1)(2l'+1)P_lP_{l'}/(16\pi^2)$, and the two angular integrals give $4\pi\cdot2\pi\int_{-1}^1dc$. With states $u_{nl}(r)Y_{lm}/r$,

$$\sum_{m,m'}|\cdots|^2 = \sum_K(2l+1)(2l'+1)(2K+1)\,\frac12\!\int_{-1}^1\!P_lP_KP_{l'}\,dc\;\Big[\int_0^\infty\!u_{nl}u_{n'l'}j_K(qr)\,dr\Big]^2 .$$

The angular integral vanishes for odd $l+K+l'$ by parity, and when one index exceeds the sum of the other two by orthogonality, so the sum over $K$ is finite. The sum over $n'$ is done term by term up to a cutoff. Beyond it, $n'^3p(n')$, the probability per unit energy, is assumed smooth in $E_{n'}$ and is fitted by a cubic in $1/n'^2$. The program tests that two cutoffs give $P_Q$ within $10^{-5}$, and that for $n=1$ the result agrees within $10^{-6}$ with the summed closed-form Bethe form factors.

| $n$ | 1 | 2 | 3 | 4 | 6 | 8 |
|---|---|---|---|---|---|---|
| $P_Q$ at $s=1$ | 0.4465 | 0.4730 | 0.5006 | 0.5088 | 0.4986 | 0.4990 |

The value one half does not carry over as an identity: for $n=1$, $P_Q$ is lower by $0.0535$. The approach to one half is not monotonic. The difference $P_Q-1/2$ changes sign between $n=2$ and $3$ and again between $n=4$ and $6$, and it is smaller in size for $n=3$ ($+0.0006$) than for $n=4$ ($+0.0088$) or $n=8$ ($-0.0010$). These six shells fix no rate of convergence, and no cause of the sign changes is derived here. At $s=1/2$ the classical $0.0772$ compares with $0.0974$ for $n=1$ and $0.0715$ for $n=8$, the latter low by about 7% of the classical value. At $s=2$ the classical $0.9228$ compares with $0.9147$ and $0.9231$. The symmetry under $s\to1/s$ is also broken: the two values add to about $1.012$ for $n=1$ and about $0.995$ for $n=8$.

For weak kicks the power law changes. A continuum state $|f\rangle$ is orthogonal to the bound state $|i\rangle$, so $\langle f|e^{iqz}|i\rangle = iq\langle f|z|i\rangle+O(q^2)$ and $P_Q\propto q^2$ at leading order for fixed $n$. For $n=1$, $P_Q$ is $7.120\times10^{-4}$ at $q=0.05$ and $2.889\times10^{-3}$ at $q = 0.1$, a ratio of $4.058$, near $2^2$. The classical values $1.683\times10^{-6}$ and $5.243\times10^{-5}$ have the ratio $31.16$, near $2^5$.

### (e) The shell $n=50$

The binding energy is $1/(2\cdot50^2) = 2.000\times10^{-4}$ hartree ($5.442$ meV), and the Kepler period is $2\pi\cdot50^3 = 7.854\times10^5$ a.u. ($19.00$ ps). A pulse counts as sudden near $s=1$ when it is much shorter than this period; this is the assumption of the model and is not tested here. Half of the classical ensemble is ionised at $q = 1/50 = 0.0200$ a.u. $= 3.986\times10^{-26}$ kg m/s, which needs $|\int F\,dt| = 2.488\times10^{-7}$ V s/m $= 2.488$ kV ps/cm.

For $s=1/2$, $q = 0.0100$ a.u. and $x = (1-0.25)/1 = 0.75$, so escape needs $p_z>0.0150$ a.u. The angle is $\varphi = 2\arctan0.5 = 0.92730$, with $\sin\varphi = 1/1.25 = 0.8$ and $\cos\varphi = 0.75/1.25 = 0.6$. Then $\sin\varphi\cos\varphi = 0.4800$ and $\tfrac23\sin^3\varphi\cos\varphi = 0.2048$, so

$$P = \frac{0.92730-0.4800-0.2048}{\pi} = 0.07719 .$$

For $s=2$, $q=0.0400$ a.u., the cut is $p_z>-0.0150$ a.u., $\varphi = 2.21430$ and the cosine is $-0.6$, so $P = (2.21430+0.4800+0.2048)/\pi = 0.92281$. The two values add to 1. Solving $P=0.1$ and $P=0.9$ numerically gives $s = 0.5381$ and $1.8582$, whose product is 1 within the rounding of the two factors, or $q = 0.01076$ and $0.03716$ a.u.

An independent test samples $999487$ Kepler orbits with the measure of part (c) and computes $E'$ from position and momentum. It gives $0.0776\pm0.0003$, $0.5012\pm0.0005$ and $0.9229\pm0.0003$ at $s = 1/2$, $1$ and $2$, where the uncertainties are one statistical standard deviation. The middle value lies about $2.4$ standard deviations above one half, inside the tolerance of five. Circular orbits give $0.1254$, $0.5002$ and $0.8751$, to be set against $(1-x)/2$. The quantum probability was not computed for $n=50$, so these figures are those of the classical model. The numerical check below also tests the densities of (a), the formula and limits of (b), and the projection identities and shell density of (d), the last for $n=1$ to $4$.

## Numbers as computed

```
phase-space density of states, n=3: 243.0000 per hartree
Monte Carlo orbits: 999487
s=0.5: MC shell P=0.0776 +- 0.0003, MC circular P=0.1254
s=1.0: MC shell P=0.5012 +- 0.0005, MC circular P=0.5002
s=2.0: MC shell P=0.9229 +- 0.0003, MC circular P=0.8751
oriented orbit e=0.6, s=1: P=0.3090
quantum n=1, s=1: P_Q=0.4465, P_Q-1/2=-0.0535
quantum n=2, s=1: P_Q=0.4730, P_Q-1/2=-0.0270
quantum n=3, s=1: P_Q=0.5006, P_Q-1/2=+0.0006
quantum n=4, s=1: P_Q=0.5088, P_Q-1/2=+0.0088
quantum n=6, s=1: P_Q=0.4986, P_Q-1/2=-0.0014
quantum n=8, s=1: P_Q=0.4990, P_Q-1/2=-0.0010
quantum s=0.5: P_Q(n=1)=0.0974, P_Q(n=8)=0.0715
quantum s=2.0: P_Q(n=1)=0.9147, P_Q(n=8)=0.9231
n=1: P_Q(q=0.05)=7.1201e-04, P_Q(q=0.1)=2.8895e-03, ratio=4.058
classical P(0.05)=1.6826e-06, P(0.1)=5.2429e-05, ratio=31.16
example n=50: p0 = q_half = 0.0200 a.u.
binding energy = 2.000e-04 hartree = 5.442 meV
Kepler period = 7.8540e+05 a.u. = 19.00 ps
q_half = 3.9857e-26 kg m/s
field impulse = 2.4877e-07 V s/m = 2.488 kV ps/cm
s=0.5: q=0.0100 a.u., x=+0.7500, p_z cut=+0.0150 a.u., phi=0.92730 rad
   sin=0.8000, cos=+0.6000, sin cos=+0.4800, (2/3)sin^3 cos=+0.2048, P=0.07719
s=1.0: q=0.0200 a.u., x=+0.0000, p_z cut=+0.0000 a.u., phi=1.57080 rad
   sin=1.0000, cos=+0.0000, sin cos=+0.0000, (2/3)sin^3 cos=+0.0000, P=0.50000
s=2.0: q=0.0400 a.u., x=-0.7500, p_z cut=-0.0150 a.u., phi=2.21430 rad
   sin=0.8000, cos=-0.6000, sin cos=-0.4800, (2/3)sin^3 cos=-0.2048, P=0.92281
s(10%)=0.5381, s(90%)=1.8582; q=0.01076, 0.03716 a.u.
slope dP/ds at s=1: 0.8488; small-s coefficient 256/(15 pi)=5.4325
```
